# The Dimer Method: Curvature, Rotation Angle and Local Saddle Convergence

The dimer method searches for a saddle with forces alone. Besides the step length, it requires three choices: how far apart to place two images of the system, how carefully to turn the line joining them before moving, and at what residual force to stop. The analysis below shows that the image separation and the turning error can affect the speed and stability of the search but, when the force is evaluated at the midpoint itself, leave the position of the saddle unchanged, while the residual force sets the error of the barrier.

## Two forces give one curvature

Let \(V(x)\) be a potential in \(N\) Cartesian coordinates, with force \(F=-\nabla V\) and Hessian \(H\). A dimer has midpoint \(x\), unit axis \(n\), and images \(x+\delta n\) and \(x-\delta n\) with forces \(F_1\) and \(F_2\). Define

\[
G=\frac{F_2-F_1}{2\delta},\qquad C=n\cdot G,\qquad g=|G-Cn| .
\]

On the line \(f(t)=V(x+tn)\) the slope is \(f'(t)=-F(x+tn)\cdot n\), so \(C=[f'(\delta)-f'(-\delta)]/(2\delta)\). In the Taylor expansion of the difference the even powers of \(\delta\) cancel:

\[
C=f''(0)+\frac{\delta^2}{6}f''''(0)+O(\delta^4),\qquad f''(0)=n\cdot Hn .
\]

If the midpoint replaces one image, nothing cancels, and \([f'(\delta)-f'(0)]/\delta=f''+\delta f'''/2+O(\delta^2)\).

A very short dimer is not the most accurate one. If each force carries an error of size up to \(\eta\), the error of \(C\) from this source can reach \(2\eta/(2\delta)=\eta/\delta\). The sum \(\eta/\delta+\delta^2|f''''|/6\) is stationary when \(-\eta/\delta^2+\delta|f''''|/3=0\), so the balanced length is \(\delta=(3\eta/|f''''|)^{1/3}\).

## The optimal rotation angle

Turn the axis towards a unit vector \(\theta\perp n\): \(n(\varphi)=n\cos\varphi+\theta\sin\varphi\). At \(\varphi=0\) the images move with velocities \(\pm\delta\theta\), so the sum of their energies changes as

\[
\frac{d(V_1+V_2)}{d\varphi}=-\delta F_1\cdot\theta+\delta F_2\cdot\theta=2\delta^2\,G\cdot\theta .
\]

Since \(V_1+V_2-2V(x)=\delta^2f''+O(\delta^4)\), lowering the dimer energy at fixed midpoint lowers the curvature to leading order. Because \(\theta\perp n\), \(G\cdot\theta=(G-Cn)\cdot\theta\ge-g\), and the steepest descent direction is

\[
\theta=-\frac{G-Cn}{g},\qquad G\cdot\theta=-g .
\]

The dimer is in rotational equilibrium when \(g=0\).

Now take \(V\) quadratic over the dimer, so that \(G=Hn\). Expanding \(n(\varphi)\cdot Hn(\varphi)\) gives

\[
C(\varphi)=\cos^2\!\varphi\;n\cdot Hn+2\sin\varphi\cos\varphi\;\theta\cdot Hn+\sin^2\!\varphi\;\theta\cdot H\theta .
\]

With \(\cos^2\varphi=(1+\cos2\varphi)/2\), \(\sin^2\varphi=(1-\cos2\varphi)/2\) and \(2\sin\varphi\cos\varphi=\sin2\varphi\), this is

\[
C(\varphi)=\frac{a_0}{2}+a\cos2\varphi+b\sin2\varphi,
\]
\[
a=\tfrac12(n\cdot Hn-\theta\cdot H\theta),\qquad b=\theta\cdot Hn=-g .
\]

The coefficient \(b\) is known from the first pair of forces. A second pair, at a trial angle \(\varphi_1\), supplies \(a\). Subtracting \(C(\varphi_1)\) from \(C(0)=a_0/2+a\) gives \(C(0)-C(\varphi_1)=a(1-\cos2\varphi_1)-b\sin2\varphi_1\), hence

\[
a=\frac{C(0)-C(\varphi_1)+b\sin2\varphi_1}{1-\cos2\varphi_1},\qquad \frac{a_0}{2}=C(0)-a .
\]

The denominator is \(2\sin^2\varphi_1\), so a small trial angle magnifies errors in the curvatures. At \(\varphi_1=45^\circ\) it equals 1.

Let \(R=\sqrt{a^2+b^2}\). The oscillating part is the scalar product of \((a,b)\) with the unit vector \((\cos2\varphi,\sin2\varphi)\). It is lowest when the two are antiparallel, \(\cos2\varphi=-a/R\) and \(\sin2\varphi=-b/R\):

\[
\varphi_{\min}=\tfrac12\,\mathrm{atan2}(-b,-a),\qquad C_{\min}=\frac{a_0}{2}-R .
\]

Here \(\mathrm{atan2}(Y,X)\) is the polar angle of the point \((X,Y)\). As \(-b=g>0\), \(\varphi_{\min}\) lies between 0 and \(90^\circ\). The shorter expression \(\psi=\frac12\arctan(b/a)\) has \(\cos2\psi=|a|/R\) and \(\sin2\psi=\mathrm{sgn}(a)\,b/R\), so \(a\cos2\psi+b\sin2\psi=\mathrm{sgn}(a)R\). For \(a>0\) it gives the maximum.

## Repeated rotation finds the lowest mode

One rotation minimises \(C\) in one plane. For a quadratic \(V\) with eigenvalues \(\lambda_1<\lambda_2\le\dots\le\lambda_N\) and eigenvectors \(v_i\), repetition leads to \(\pm v_1\) from any start with \(v_1\cdot n\ne0\). The proof has two parts.

First, \(g\to0\). One rotation lowers \(C\) by \(C(0)-C_{\min}=a+\sqrt{a^2+g^2}\), which increases with \(a\). Both curvatures in \(a\) lie between \(\lambda_1\) and \(\lambda_N\), so \(a\ge-S/2\) with \(S=\lambda_N-\lambda_1\), and the drop is at least \(\sqrt{S^2/4+g^2}-S/2\). Since \(C\ge\lambda_1\), the drops have a finite sum. They tend to zero, and so does \(g\).

Second, the axis does not settle on a higher mode. From the definition of \(\theta\), \(v_1\cdot\theta=(C-\lambda_1)(v_1\cdot n)/g\), and the new axis \(n'\) obeys

\[
v_1\cdot n'=\left[\cos\varphi_{\min}+\frac{C-\lambda_1}{g}\sin\varphi_{\min}\right]v_1\cdot n .
\]

The bracket is positive. When \(C-\lambda_1\ge g\) it is at least \(\cos\varphi_{\min}+\sin\varphi_{\min}\), whose square is \(1+\sin2\varphi_{\min}>1\). Suppose \(C\) tended to a limit above \(\lambda_1\). Since \(g\to0\), the overlap \(|v_1\cdot n|\) would eventually grow at every rotation. But projecting \((H-C)n=G-Cn\) on \(v_1\) gives \(|v_1\cdot n|\le g/(C-\lambda_1)\to0\), a contradiction. Hence \(C\to\lambda_1\). If \(\varepsilon\) is the angle between the lines along \(n\) and \(v_1\), then \(C-\lambda_1\ge(\lambda_2-\lambda_1)\sin^2\varepsilon\), so \(\varepsilon\to0\). If \(g=0\) occurs after finitely many rotations, the same projection gives \(C=\lambda_1\) at once.

The overlap formula also shows the exception: a start with zero overlap, for instance one confined by symmetry, keeps zero overlap in exact arithmetic. The proof also assumes that rotation continues without limit. Near \(v_2\) the residual \(g\) can be as small as about \((\lambda_2-\lambda_1)|v_1\cdot n|\), so with a finite threshold on \(g\) a very small overlap can end the rotations on a higher mode. A small \(g\) alone does not identify the lowest mode.

## Inverting the force

The midpoint moves by

\[
x'=x+\alpha F^\dagger,\qquad F^\dagger=PF,\qquad P=I-2nn^{\mathsf T},\qquad \alpha>0 .
\]

The component of the force along \(n\) is reversed and the rest is kept: the system climbs along the axis and descends across it. Since \(P^2=I\), \(F^\dagger=0\) holds exactly when \(F=0\). Here \(F=F(x)\) is evaluated at the midpoint, so an imperfect axis or a finite \(\delta\) cannot displace the stationary point. If the image average \((F_1+F_2)/2=F(x)+O(\delta^2)\) were used instead, its zero would in general be shifted by \(O(\delta^2)\).

To see which stationary points attract, let \(n\) be the lowest mode \(v_1(x)\), differentiable where \(\lambda_1\) is simple. At a stationary point the derivative of \(P\) is multiplied by \(F=0\), so the Jacobian of \(F^\dagger\) is \(-(I-2v_1v_1^{\mathsf T})H\). Acting on \(v_1\) it gives \(-(\lambda_1-2\lambda_1)v_1=+\lambda_1v_1\); acting on any other \(v_i\) it gives \(-\lambda_iv_i\). If no eigenvalue vanishes, all these rates are negative precisely when \(\lambda_1<0<\lambda_2\), that is, at an index-one saddle. A minimum repels along its lowest mode, and a point with two negative eigenvalues repels along the second. For a free molecule, overall translation and rotation must be removed first, because their zero eigenvalues violate the assumption.

## Local convergence with an imperfect axis

Let \(x_*\) be an index-one saddle with Hessian \(H_*\). From here on, \(\lambda_i\), \(v_i\) and \(\varepsilon\) refer to \(H_*\), and \(m\) and \(M\) are the smallest and largest \(|\lambda_i|\), with \(m>0\). Near \(x_*\) assume \(\|H(x)-H(y)\|\le L|x-y|\). With \(e=x-x_*\),

\[
F(x)=-\int_0^1H(x_*+se)\,e\,ds=-H_*e+r,\qquad |r|\le L|e|^2\int_0^1 s\,ds=\tfrac12L|e|^2 ,
\]

so one step gives \(e'=(I-\alpha PH_*)e+\alpha Pr\). Let \(P_*=I-2v_1v_1^{\mathsf T}\). Then \(P_*H_*=|H_*|\), the matrix with eigenvalues \(|\lambda_i|\), and

\[
I-\alpha PH_*=(I-\alpha|H_*|)-\alpha(P-P_*)H_* .
\]

The first part has norm \(\rho=\max_i|1-\alpha|\lambda_i||\), which is below 1 for \(0<\alpha<2/M\). For the second, choose the sign of \(n\) so that \(n=v_1\cos\varepsilon+w\sin\varepsilon\) with a unit vector \(w\perp v_1\). In the basis \((v_1,w)\),

\[
nn^{\mathsf T}-v_1v_1^{\mathsf T}=\begin{pmatrix}-\sin^2\varepsilon&\sin\varepsilon\cos\varepsilon\\ \sin\varepsilon\cos\varepsilon&\sin^2\varepsilon\end{pmatrix}.
\]

Its trace is 0 and its determinant is \(-\sin^2\varepsilon\), so its eigenvalues are \(\pm\sin\varepsilon\) and \(\|P-P_*\|=2\sin\varepsilon\). A reflection preserves length, \(|Pr|=|r|\), and therefore

\[
|e'|\le\left(q+\tfrac12\alpha L|e|\right)|e|,\qquad q=\rho+2\alpha M\sin\varepsilon .
\]

If \(q\le\bar q<1\) at every step and \(|e_0|<2(1-\bar q)/(\alpha L)\), the first factor is at most \(\bar q+\tfrac12\alpha L|e_0|<1\). The error then shrinks, so the same number bounds every later factor, and convergence is at least linear. A sufficient axis accuracy is \(\sin\varepsilon<(1-\rho)/(2\alpha M)\), with a fixed margin.

The angle \(\varepsilon\) can be bounded by quantities the calculation controls. Write \((H_*-C)n=(G-Cn)+(H_*n-G)\). If \(C<\lambda_2\), the left side has norm at least \((\lambda_2-C)\sin\varepsilon\), because each component of \(n\) outside \(v_1\) is multiplied by at least \(\lambda_2-C\). On the right, \(G=\frac12\int_{-1}^{1}H(x+s\delta n)n\,ds\) differs from \(H_*n\) by at most \(L(|e|+\delta/2)\), since the mean of \(|s|\) is \(1/2\). Thus

\[
\sin\varepsilon\le\frac{g+L(|e|+\delta/2)}{\lambda_2-C}.
\]

A nearby start, a short dimer and a small rotational residual are enough, provided the axis is on the lowest branch, with \(C\) safely below \(\lambda_2\). The bound deteriorates when two low modes approach each other.

The sufficient condition on the axis is not sharp. In two dimensions the exact limit for a fixed axis and infinitesimal steps can be found. The error obeys \(\dot e=-PH_*e\), with \(\det(PH_*)=-\lambda_1\lambda_2>0\) and

\[
\mathrm{tr}(PH_*)=\lambda_1+\lambda_2-2(\lambda_1\cos^2\varepsilon+\lambda_2\sin^2\varepsilon)=(\lambda_2-\lambda_1)\cos2\varepsilon .
\]

A positive determinant and a positive trace are together equivalent to decay, so the limit is \(\varepsilon<45^\circ\).

**Stopping error.** Near the saddle \(e\approx-H_*^{-1}F\), so \(|e|\lesssim|F|/m\). The energy error is \(\frac12e\cdot H_*e\approx\frac12F\cdot H_*^{-1}F\), at most \(|F|^2/(2m)\) in magnitude to leading order. With the energy of the minimum held fixed, the error of the barrier is therefore at most quadratic in the residual force at the saddle.

## A worked search

Consider a tilted double well coupled to two stiff coordinates, with lengths in Å and energies in eV:

\[
V=D(x^2-1)^2+sx+\tfrac12k_1(y-cx)^2+\tfrac12k_2(z-dxy)^2 ,
\]

where \(D=0.5\), \(s=0.1\), \(k_1=4\), \(k_2=8\), \(c=d=0.5\). At a stationary point \(\partial V/\partial z=0\) makes the last bracket vanish, then \(\partial V/\partial y=0\) makes the other vanish, and \(4Dx(x^2-1)+s=0\) remains. This cubic locates the saddle independently of the dimer.

**First rotation.** Start at \((-0.4,0.1,0.1)\) Å with \(n=(1,1,1)/\sqrt3\) and \(\delta=0.01\) Å. The image forces, in eV/Å, are

\[
F_1=(-0.10657,-1.41122,-1.01298),\quad F_2=(-0.14098,-1.37242,-0.90675).
\]

Their difference divided by 0.02 Å is \(G=(-1.721,1.940,5.312)\) eV/Å², so \(C(0)=5.531/\sqrt3=3.193\) eV/Å². The quartic terms \(0.5x^4+x^2y^2\) give \(f''''=24(0.5+1)/9=4\) eV/Å⁴, hence a predicted curvature error of \(10^{-4}\times4/6=6.7\times10^{-5}\) eV/Å², as found. The one-sided pair errs by \(-3.1\times10^{-2}\) eV/Å².

The trial rotation by \(45^\circ\) gives \(C=-1.17986\) eV/Å². With \(b=-4.97381\) eV/Å²,

\[
a=3.19340+1.17986-4.97381=-0.60055\ \text{eV/Å}^2 ,
\]

and \(\varphi_{\min}=\frac12\,\mathrm{atan2}(4.97381,0.60055)=41.56^\circ\). The predicted curvature is \(3.79395-5.00993=-1.21598\) eV/Å²; remeasurement gives \(-1.21597\) eV/Å². Five rotations bring \(g\) below \(10^{-8}\) eV/Å², with \(n=(0.903,0.428,-0.035)\).

**First translation.** The midpoint force is \(F=(-0.124,-1.392,-0.960)\) eV/Å, and \(F\cdot n=-0.674\) eV/Å. Reversing this component gives \(F^\dagger=F+1.347\,n=(1.093,-0.816,-1.007)\) eV/Å. With \(\alpha=0.2\) Å²/eV the midpoint moves to \((-0.181,-0.063,-0.101)\) Å. Plain descent from the same start, with a smaller step, ends in the minimum at \(x=-1.024\) Å.

**Convergence.** The saddle is at \((0.0501,0.0251,0.0006)\) Å, with Hessian eigenvalues \(-1.688\), 4.699 and 8.010 eV/Å². The predicted error factor is \(\rho=1-0.2\times1.68758=0.6625\), set by the soft unstable mode, and the measured factor agrees to the digits given. The stiffest mode has the factor \(1-0.2\times8.010=-0.602\), which accounts for the alternating sign of the \(z\) error in the early steps. The step limit is \(2/M=0.250\) Å²/eV. The best fixed step equalises \(1-\alpha m\) and \(\alpha M-1\), giving \(\alpha=2/(m+M)=0.206\) Å²/eV and a factor of 0.652, a small gain.

After 10 steps \(|F|=0.0131\) eV/Å, and the leading-order bound on the energy error is \(0.0131^2/(2\times1.688)=5\times10^{-5}\) eV. The barrier from the minimum just named is 0.604 eV, so a search for the barrier alone could stop there. The run continued to step 50, where \(|F|/m=6.93\times10^{-10}/1.688=4.1\times10^{-10}\) Å equals the actual distance from the saddle. The bound is attained here because the slowest-decaying mode, which dominates the late error, is the one with \(|\lambda|=m\); in general \(|F|/m\) is only an upper estimate.

**Cost and tolerance.** The 51 alignments took 331 rotations. Each rotation needs two pairs of forces, each alignment one further pair to check \(g\), and each midpoint one force: \(4\times331+2\times51+51=1477\) evaluations. The rotations account for 1324 of them. The sufficient condition at this saddle is \(\sin\varepsilon<(1-0.6625)/(2\times0.2\times8.010)=0.105\), or about \(6^\circ\), so close to the saddle a much looser alignment keeps the linear contraction, with the guaranteed factor \(q\) in place of \(\rho\); the resulting saving was not measured. A dimer thirty times longer, \(\delta=0.3\) Å, had an axis error of \(0.06^\circ\) and reached the same saddle to within \(4.1\times10^{-10}\) Å.

These guarantees are local. Far from the saddle the lowest mode may belong to another process or change abruptly where two eigenvalues meet, and nothing shown here ensures arrival at a chosen saddle. The numerical check tests the rotation on random quadratic forms and the stability signs at a minimum, a saddle and an index-two point.

## Computed results

```
D = 0.5 eV, s = 0.1 eV/A, k1 = 4.0, k2 = 8.0 eV/A^2
c = 0.5 (no unit), d = 0.5 1/A; well length 1 A
delta = 0.01 A, alpha = 0.2 A^2/eV
start midpoint (A): (-0.40, 0.10, 0.10)  start axis: (0.57735, 0.57735, 0.57735)
FIRST ROTATION
force at plus image (eV/A): (-0.10657, -1.41122, -1.01298)
force at minus image (eV/A): (-0.14098, -1.37242, -0.90675)
dimer curvature C(0) = 3.19340 eV/A^2
Hessian curvature n.H.n = 3.19333 eV/A^2
central-pair error = 6.667e-05 eV/A^2
one-sided error = -3.111e-02 eV/A^2
rotation direction theta: (0.71658, -0.01935, -0.69724)
trial angle 45 degrees: C = -1.17986 eV/A^2
a = -0.60055, b = -4.97381 eV/A^2
optimal angle = 41.558 degrees
predicted minimum C = -1.21598 eV/A^2
remeasured C = -1.21597 eV/A^2
axis after first rotation: (0.90739, 0.41919, -0.03050)
ALIGNMENT AT START
rotations to residual below 1e-8 eV/A^2: 5
C before first rotations (eV/A^2): (3.19340, -1.21597, -1.21663, -1.21663, -1.21663)
aligned C = -1.21663 eV/A^2
aligned axis: (0.90322, 0.42774, -0.03506)
Hessian eigenvalues at start (eV/A^2): (-1.21683, 4.71182, 8.80500)
TRANSLATION: step, midpoint (A), |F| (eV/A), C (eV/A^2)
  0 (-0.40000, 0.10000, 0.10000) 1.695e+00 -1.21663
  1 (-0.18138, -0.06312, -0.10145) 9.338e-01 -1.26738
  2 (-0.10051, -0.02368, 0.06222) 5.646e-01 -1.80522
  3 (-0.05005, -0.01093, -0.03800) 3.536e-01 -1.59425
  5 (0.00654, 0.01000, -0.01357) 1.344e-01 -1.66740
 10 (0.04461, 0.02307, 0.00160) 1.305e-02 -1.69298
 20 (0.05004, 0.02503, 0.00063) 1.691e-04 -1.68745
 50 (0.05013, 0.02506, 0.00063) 6.931e-10 -1.68738
total force evaluations = 1477
total rotations = 331
RESULTS
saddle from cubic (A): (0.050126, 0.025063, 0.000628)
distance of dimer result from it = 4.11e-10 A
minimum reached by plain descent (A): (-1.024120, -0.512060, 0.262206)
barrier from this minimum = 0.603723 eV
saddle Hessian eigenvalues (eV/A^2): (-1.68758, 4.69890, 8.01004)
lowest mode at saddle: (0.94328, 0.33158, 0.01662)
inverted-force rates, saddle (eV/A^2): (-8.01004, -4.69890, -1.68758)
inverted-force rates, minimum (eV/A^2): (-11.45273, -6.66169, 1.80057)
rates at index-two test point (model units): (-2.08310, 0.91690)
step limit 2/M = 0.24969 A^2/eV
error factor: predicted 0.66248, measured 0.66248
best fixed step = 0.20624 A^2/eV, factor 0.65196
sufficient axis error = 6.047 degrees
20-step growth at 0.96 and 1.04 of limit: (0.189, 4.661)
long dimer delta = 0.3 A, axis error = 0.0594 degrees
long-dimer saddle distance = 4.09e-10 A
rotations in eight-dimensional test = 69
```
